# Speckle contrast of partially polarized light and its lithographic cost

## Problem

A fully developed speckle pattern has, at one point, the transverse field $\mathbf E=(E_x,E_y)$. Each component is a sum of many contributions with random phases. The intensity is $I=|E_x|^2+|E_y|^2$; the prefactor $c/8\pi$ of atomic units is dropped because it cancels in every ratio below. The contrast is $C=\sigma_I/\langle I\rangle$, where $\sigma_I$ is the standard deviation and the average runs over realizations of the pattern.

(a) Find $C$ for one polarization component, and for two independent, equally bright components.

(b) Find $C$ when the components have any brightness ratio and any correlation. Use the coherency matrix $J_{ab}=\langle E_aE_b^*\rangle$ and the degree of polarization
$$P=\sqrt{1-\frac{4\det J}{(\mathrm{Tr}\,J)^2}} .$$

(c) Unpolarized light falls on a static diffuser, and a slow detector records the pattern. What is its contrast?

(d) An ArF scanner prints lines with pulses of finite coherence time. At fixed mean dose, does unpolarized light reduce the edge displacement caused by speckle?

## A tempting solution

Split the light along $x$ and $y$. Each component alone has a standard deviation equal to its mean. Two patterns are added, so their variances add:
$$C\overset{?}{=}\frac{\sqrt{\langle I_x\rangle^2+\langle I_y\rangle^2}}{\langle I_x\rangle+\langle I_y\rangle}.$$
Equal brightness gives $1/\sqrt2$. Unpolarized light has equal brightness along $x$ and $y$, so it should give $1/\sqrt2$ behind any diffuser. In the scanner the dose noise falls by the same factor, and the edge noise with it.

## Where it fails

Apply the formula to speckle that is linearly polarized at $45^\circ$. It has $\langle I_x\rangle=\langle I_y\rangle$, so the formula gives $1/\sqrt2$. Turn the axes by $45^\circ$ and the same light has one component, for which the formula gives 1. The intensity does not depend on the axes, so the formula cannot be general.

The faulty step is the addition of variances. For any two random intensities,
$$\mathrm{Var}(I_x+I_y)=\mathrm{Var}\,I_x+\mathrm{Var}\,I_y+2\,\mathrm{cov}(I_x,I_y),$$
and the last term was dropped. At $45^\circ$ the two patterns are identical, and the covariance is as large as either variance. Equal brightness says nothing about independence.

The scanner argument has a second fault. An edge moves by the dose error divided by the slope of the image, and polarization changes that slope too.

## Solution of (a)

Write one component as $u=\sqrt{m/K}\sum_{j=1}^{K}e^{i\phi_j}$, with independent phases uniform over a full turn. Then $\langle u\rangle=0$, $\langle|u|^2\rangle=m$ and $\langle u^2\rangle=0$. The last relation says that the real and imaginary parts have equal variances and no correlation. For large $K$ the central limit theorem makes them Gaussian, so $u$ has the density $e^{-|u|^2/m}/(\pi m)$ in the complex plane. A ring of squared radius between $I$ and $I+dI$ has area $\pi\,dI$. Hence
$$p(I)=\frac{e^{-I/m}}{m},\qquad \langle I\rangle=m,\qquad \langle I^2\rangle=2m^2 .$$
The variance is $2m^2-m^2=m^2$, and $C=1$.

For two independent components of mean $m$ the covariance does vanish. The mean is $2m$, the variance is $2m^2$, and
$$C=\frac{\sqrt2\,m}{2m}=\frac1{\sqrt2}.$$
The tempting solution is right here because independence was given.

A finite number of phasors lowers these values slightly. In $\langle|u|^4\rangle$ the surviving terms are those in which the phases cancel in pairs. There are $2K^2-K$ of them, since the two ways of pairing coincide when all indices are equal. Thus $\langle I^2\rangle=m^2(2-1/K)$ and $C=\sqrt{1-1/K}$. For $K=100$ this is 0.995, the value found in the numerical output by summing 100 random phasors.

## Solution of (b)

Assume that $E_x$ and $E_y$ are jointly circular Gaussian: every linear combination of them is Gaussian, and $\langle E_aE_b\rangle=0$ for all pairs. The matrix $J$ is Hermitian, so a unitary $U$ exists with $J=U\,\mathrm{diag}(\lambda_1,\lambda_2)\,U^\dagger$. Define $\mathbf e=U^\dagger\mathbf E$. Then
$$\langle\mathbf e\,\mathbf e^\dagger\rangle=U^\dagger JU=\mathrm{diag}(\lambda_1,\lambda_2),\qquad
I=\mathbf E^\dagger\mathbf E=\mathbf e^\dagger U^\dagger U\mathbf e=|e_1|^2+|e_2|^2 .$$
The new components are uncorrelated, and for jointly circular Gaussian variables this means independent. Now the variances may be added:
$$\mathrm{Var}\,I=\lambda_1^2+\lambda_2^2=\mathrm{Tr}\,J^2 .$$

The missing covariance follows at once. Written out, $\mathrm{Tr}\,J^2=J_{xx}^2+J_{yy}^2+2|J_{xy}|^2$, while part (a) gives $\mathrm{Var}\,I_x=J_{xx}^2$ and $\mathrm{Var}\,I_y=J_{yy}^2$. Comparison with the general variance of a sum yields
$$\mathrm{cov}(I_x,I_y)=|J_{xy}|^2 .$$
This holds for any pair of jointly circular Gaussian amplitudes, and it is used twice below.

The eigenvalues have sum $\mathrm{Tr}\,J=\langle I\rangle$ and product $\det J$. The quadratic equation for them gives
$$\lambda_{1,2}=\tfrac12\left[\langle I\rangle\pm\sqrt{\langle I\rangle^2-4\det J}\right]=\tfrac12\langle I\rangle(1\pm P).$$
Therefore
$$C^2=\frac{\lambda_1^2+\lambda_2^2}{\langle I\rangle^2}=\frac{(1+P)^2+(1-P)^2}{4}=\frac{1+P^2}{2},\qquad
C=\sqrt{\frac{1+P^2}{2}} .$$
The limits are 1 at $P=1$ and $1/\sqrt2$ at $P=0$.

Take equal brightness and a field correlation of magnitude 0.5. With unit brightness in each component, $\det J=1-0.25=0.75$ and $\mathrm{Tr}\,J=2$, so $P=\sqrt{1-0.75}=0.5$ and $C=0.791$. Summed random phasors gave 0.786. The tempting formula gives 0.707.

The full distribution shows what the lower contrast means. Let $x=I/\langle I\rangle$, $a=(1+P)/2$ and $b=(1-P)/2$. For $0<P<1$, the sum of two independent exponential variables has the density
$$p(x)=\int_0^x\frac{e^{-y/a}}{a}\,\frac{e^{-(x-y)/b}}{b}\,dy
=\frac{e^{-x/b}}{ab}\int_0^x e^{y(a-b)/(ab)}\,dy
=\frac{e^{-x/a}-e^{-x/b}}{a-b},$$
and $a-b=P$. As $P\to1$, $b\to0$ and the density becomes $e^{-x}$ at every $x>0$. As $P\to0$, expansion of the exponents gives $e^{-2x/(1\pm P)}\approx e^{-2x}(1\pm2xP)$, so $p(x)\to4x\,e^{-2x}$. This density vanishes at $x=0$, because a dark point needs both independent components to be dark at once. The chance of finding less than a tenth of the mean intensity is $1-e^{-0.1}=9.52\,\%$ for $P=1$ and $1-1.2\,e^{-0.2}=1.75\,\%$ for $P=0$.

The result fails if few scatterers contribute, since the field is then not Gaussian. If a third, independently fluctuating field component is present, the same diagonalization gives $C^2=\mathrm{Tr}\,J^2/(\mathrm{Tr}\,J)^2$ with a $3\times3$ matrix.

## Solution of (c)

The question lacks a necessary fact: how the diffuser acts on the two polarizations. It may mix them, and it may give them different phases. Suppose here that it does not mix $x$ and $y$, that its response is constant over the narrow spectrum, and that the light is spatially coherent across the lit area. Let $S_x$ and $S_y$ be the amplitudes it produces at the detector for unit inputs. Unpolarized light supplies two equally strong, mutually incoherent inputs, so the slow detector records a pattern proportional to $|S_x|^2+|S_y|^2$.

Let each term have mean $m$, and let $\rho$ be the correlation coefficient of the two intensities. Then
$$C=\frac{\sqrt{2m^2(1+\rho)}}{2m}=\sqrt{\frac{1+\rho}{2}} .$$
If both polarizations meet the same phases, then $S_x=S_y$, $\rho=1$ and $C=1$. The light is unpolarized, yet the contrast has not fallen.

Now let the diffuser be birefringent, so that each $y$ contribution has an extra phase $\delta$, Gaussian with standard deviation $s$. The covariance formula of part (b) gives
$$\rho=\frac{|\langle S_xS_y^*\rangle|^2}{m^2}=|\langle e^{-i\delta}\rangle|^2=\left(e^{-s^2/2}\right)^2=e^{-s^2}.$$
For $s=0.8$ rad the formula gives $C=0.874$, and simulated diffusers gave 0.874. For $s=3$ rad the values are 0.707 and 0.702. The simulations used 100 phasors, which multiplies the expected contrast by $\sqrt{1-1/K}$ and gives 0.870 and 0.704. The sampling scatter is about 0.005, so the third digit of these matches carries no weight.

This does not contradict part (b). There $J$ describes a field whose components are random over the ensemble of patterns. Here the lamp's fluctuations have been averaged away by the detector, and the remaining randomness belongs to $S_x$ and $S_y$.

## Solution of (d)

### Dose noise

In the scanner the randomness comes from the light itself. The dose in one pulse of length $T$ is proportional to the time integral of the intensity. Let the polarization eigenmodes $e_1(t)$ and $e_2(t)$ be independent, stationary, circular Gaussian processes with the same normalized coherence function $\gamma$:
$$\langle e_j(t)e_j^*(t')\rangle=\lambda_j\,\gamma(t-t').$$
The covariance formula, applied to one mode at two times, gives $\lambda_j^2|\gamma(t-t')|^2$. The variance of the time-averaged intensity of that mode is then
$$\frac{\lambda_j^2}{T^2}\int_0^T\!\!\int_0^T|\gamma(t-t')|^2\,dt\,dt'=\frac{\lambda_j^2}{M},\qquad
\frac1M=\frac2T\int_0^T\left(1-\frac\tau T\right)|\gamma(\tau)|^2\,d\tau .$$
The weight $T-\tau$ is the range of starting times that allow a delay $\tau$, and the factor 2 counts both signs of the delay. Summing over modes, and averaging $N$ independent pulses, gives
$$C_{\rm dose}=\sqrt{\frac{1+P^2}{2MN}} .$$

For a Gaussian spectrum of full width $\Delta\nu$ at half maximum, $|\gamma|^2=\exp[-\pi^2\Delta\nu^2\tau^2/(2\ln2)]$. Its integral over all delays is the coherence time
$$\tau_c=\sqrt{\frac{2\ln2}{\pi}}\,\frac1{\Delta\nu},$$
and $M\approx T/\tau_c$ when $T\gg\tau_c$.

Take rough typical ArF values: wavelength $\lambda=193.4$ nm, bandwidth 0.2 pm, rectangular pulses of 100 ns, and 40 pulses per point. Then $\Delta\nu=c\,\Delta\lambda/\lambda^2=1.603$ GHz and $\tau_c=0.414$ ns, so $T/\tau_c=241.3$; the full integral gives $M=241.6$. One polarized pulse has a dose contrast of $1/\sqrt{241.6}=6.43\,\%$. Forty pulses reduce it to $6.43\,\%/\sqrt{40}=1.02\,\%$, and unpolarized light to $0.72\,\%$.

### Image slope

Let an alternating phase mask, lit from a small on-axis source, send two equal beams into the resist at angles $\pm\theta$. They form fringes of pitch $p$, with $\sin\theta=\lambda/(2np)$ and resist index $n$. Set $u=2\pi x/p$. The resist is assumed to respond to $|\mathbf E|^2$ in all directions alike.

For TE light the field is parallel to the lines, and the beams add to $2a\cos(u/2)$. The intensity is $4|a|^2\cos^2(u/2)=2|a|^2(1+\cos u)$. For TM light the beam vectors are $(\cos\theta,0,\mp\sin\theta)$. The $x$ parts add to a cosine and the $z$ parts to a sine:
$$4|b|^2\left[\cos^2\theta\cos^2\tfrac u2+\sin^2\theta\sin^2\tfrac u2\right]
=2|b|^2\left[1+\cos2\theta\cos u\right].$$
The longitudinal field is bright where the transverse field is dark, and so it washes out the fringes. Both TM parts share the random amplitude $b$, so no third independent component arises.

Let TE and TM be the eigenmodes, with TE favoured. Their doses $A$ and $B$ have means $(1+P)/2$ and $(1-P)/2$, in units of the fixed mean dose. The image is
$$W=A(1+\cos u)+B(1+\cos2\theta\cos u),$$
with mean
$$\langle W\rangle=1+V\cos u,\qquad V=\frac{1+P}{2}+\frac{1-P}{2}\cos2\theta .$$

Let the resist edge lie where $W=1$. The nominal edge is at $u=\pi/2$, where the slope of the mean image is $-2\pi V/p$. To first order, a dose error $\delta A+\delta B$ must be balanced by a displacement:
$$\delta A+\delta B-\frac{2\pi V}{p}\,\delta x=0,\qquad
\sigma_x=\frac{p}{2\pi V}\,C_{\rm dose}.$$

### Which polarization is quieter?

For $n=1.7$ the 80 nm pitch has $\theta=45.3^\circ$ and $\cos2\theta=-0.011$. The 160 nm pitch has $\theta=20.8^\circ$ and $\cos2\theta=0.747$. At 80 nm with $P=1$,
$$3\sigma_x=3\times\frac{80\ \text{nm}}{2\pi}\times0.010172=0.389\ \text{nm}.$$
The other values, with pulses and mean dose held fixed, are:

| $P$ | $C_{\rm dose}$ (%) | $3\sigma_x$, 80 nm pitch (nm) | $3\sigma_x$, 160 nm pitch (nm) |
|---|---|---|---|
| 0 | 0.719 | 0.556 | 0.629 |
| 0.5 | 0.804 | 0.411 | 0.656 |
| 0.95 | 0.992 | 0.389 | 0.763 |
| 1 | 1.017 | 0.389 | 0.777 |

Thus, for equal lines and spaces, unpolarized light makes the edge noisier at 80 nm and quieter at 160 nm. The general ratio is
$$\frac{\sigma_x(P=0)}{\sigma_x(P=1)}=\frac{1/\sqrt2}{(1+\cos2\theta)/2}=\frac{\sqrt2}{1+\cos2\theta},$$
which is 1.43 and 0.81 for the two pitches. Within this two-beam model, and for the edge at $W=1$, unpolarized light beats pure TE light if $\cos2\theta>\sqrt2-1$. The criterion moves with the line width. Let the edge be placed at phase $u_0$, with the dose set for each polarization to print that width, and put $c=\cos u_0$. The dose error at the edge is then $\delta A(1+c)+\delta B(1+c\cos2\theta)$ and the slope is proportional to $V\sin u_0$, so the ratio becomes $\sqrt{1+[(1+c\cos2\theta)/(1+c)]^2}\,/(1+\cos2\theta)$. For a dark line of a quarter of the pitch it is 1.08 at 160 nm, so there unpolarized light is the noisier choice.

Neither end need be the optimum. Put $q=\cos2\theta$. Since $\sigma_x^2\propto(1+P^2)/[1+q+(1-q)P]^2$, setting the logarithmic derivative to zero gives
$$\frac{P}{1+P^2}=\frac{1-q}{1+q+(1-q)P}\quad\Rightarrow\quad P_*=\frac{1-q}{1+q}.$$
The noise falls with $P$ below $P_*$ and rises above it. At 160 nm, $P_*=0.253/1.747=0.14$. At 80 nm, $P_*$ slightly exceeds 1, so the noise falls all the way to $P=1$. Its closeness to 1 explains why the last two entries for that pitch agree. This $P_*$ also belongs to the edge at $W=1$; at 160 nm it rises to about 0.55 for a dark line of a quarter of the pitch.

### Comparison with a real scanner

The wavelength, bandwidth, pulse length and pulse count are rough values for ArF immersion exposure. The source radius, 0.1 of the pupil radius, is small. It was chosen so that both beams at 80 nm pitch fit inside a numerical aperture of 1.35. The table treats the source as a point; this radius changes its entries by less than 1 % in focus, by about 2.5 % at a depth 50 nm from focus inside the resist, and by up to about 6 % for a wafer defocus of 50 nm, which acts in the immersion water. These larger changes occur at 80 nm pitch. A larger source brings in many beam angles, and the simple image formula then fails; that change is not evaluated here.

The source size also sets the grain of the dose pattern. For a uniform disc of radius $0.1\,\mathrm{NA}$, the square root of the coherence area is $\lambda/(\sqrt\pi\times0.1\,\mathrm{NA})=808$ nm. The calculated displacement is therefore shared by neighbouring edges. Since the two edges of a line move in opposite directions, it appears as a slow variation of line width and not as fine roughness.

The calculation treats the whole 100 ns pulse as stationary random light. Scanner lasers often reach such lengths with an optical stretcher, which adds delayed copies of a shorter pulse. A copy with the same spatial pattern brings no new randomness: four equal copies that do not overlap in time have the dose contrast of a single one, twice the value used here. A stretcher that alters the spatial pattern of each copy can recover part of the reduction. The ratios between polarizations do not change if the pulse structure is the same for both.

Among the other neglected effects of speckle that were sized, the spectral shape matters most. A Lorentzian line of equal width has $\tau_c=1/(\pi\Delta\nu)$, which multiplies all dose contrasts by 0.69. An assumed resist blur of 5 nm multiplies $V$ at 80 nm pitch by 0.926, which raises $\sigma_x$ by about 8 % at every $P$. Unequal entry of TE and TM light from water into the resist changes $P=0$ to about 0.02 in favour of TM at that pitch, which raises the ratio 1.43 to 1.46.

Photon shot noise is a separate contribution of similar size. For a dose of 30 mJ/cm², 11.3 % absorption (a 100 nm film crossed at normal incidence) and an averaging area of 314 nm², about 10,400 photons of 6.41 eV are absorbed. Their relative noise is $1/\sqrt{10\,400}=0.98\,\%$, against 1.02 % for polarized speckle. At 80 nm pitch the beams cross the film at $45^\circ$, the absorption is 15.7 %, and the noise is 0.83 %. It is nearly independent from one such area to the next, whereas the speckle error stays strongly correlated over about 200 nm and fades over the width of a grain. Standing waves, mask errors and resist chemistry are also left out, so the tabulated displacements are the speckle contribution and not a prediction of total edge error.

## Table of computed values

```
Quadrature: P=0.5837, C=0.8188 (no unit)
Phasor sums: y/x brightness, |mu|, P, C sampled, C formula
  1.000  0.000  0.002  0.703  0.707
  1.000  0.500  0.501  0.786  0.791
  0.250  0.500  0.722  0.867  0.872
  1.000  1.000  1.000  0.995  1.000
Chance I<0.1 mean, P=0: 1.75 %
Chance I<0.1 mean, P=1: 9.52 %
Unpolarized input, one diffuser: s (rad), C sampled, C formula
  0.000  0.995  1.000
  0.800  0.874  0.874
  3.000  0.702  0.707
Simulated pulses, M=12.37: P, C sampled, C formula
  0.0000  0.2022  0.2010
  0.6000  0.2350  0.2345
  1.0000  0.2842  0.2843
Wavelength: 193.4 nm
Photon energy: 6.411 eV
Bandwidth FWHM: 0.20 pm = 1.603 GHz
Pulse length: 100 ns; pulses: 40
Coherence time: 0.4144 ns
Modes per pulse M: 241.6; T/tc: 241.3
Resist index: 1.7; water index: 1.44; NA: 1.35
One-pulse dose contrast, P=1: 6.43 %
P, dose contrast after all pulses (%)
  0.00  0.719
  0.50  0.804
  0.95  0.992
  1.00  1.017
Pitch 80 nm: angle 45.32 deg, cos(2 angle) -0.0111
  P, modulation V, 3-sigma edge displacement (nm)
  0.00  0.4944  0.556
  0.50  0.7472  0.411
  0.95  0.9747  0.389
  1.00  1.0000  0.389
  Edge noise ratio P=0 to P=1: 1.430
Pitch 160 nm: angle 20.82 deg, cos(2 angle) 0.7472
  P, modulation V, 3-sigma edge displacement (nm)
  0.00  0.8736  0.629
  0.50  0.9368  0.656
  0.95  0.9937  0.763
  1.00  1.0000  0.777
  Edge noise ratio P=0 to P=1: 0.809
Dose 30 mJ/cm2; absorbed part 11.3 %
Resist: 100 nm thick, absorption 1.2 /um
Blur sigma 5 nm; averaging area 314 nm2
Absorbed photons: 10376; shot noise: 0.98 %
Lorentzian/Gaussian contrast ratio: 0.692
P made by resist entry at 80 nm pitch: 0.0212
Blur factor on modulation at 80 nm pitch: 0.926
Source radius/pupil radius: 0.1; grain width: 808 nm
Largest pupil coordinate used: 1.344 (NA units)
```
